What does the spacing-axis intercept of a transfer-length plot measure?

**Question**

I am working through a practice data set for metal contacts on graphene. The contacts are 4 µm long and 10 µm wide, and the spacing d between neighbours runs from 2 to 10 µm. The total resistance is 299.4 Ω at 2 µm, 715.5 Ω at 6 µm and 1131.6 Ω at 10 µm. The points lie on a straight line whose slope gives a sheet resistance of 1040 Ω per square, and the line reaches zero resistance at d = −0.88 µm.

I took the distance from the origin to that intercept as twice the transfer length. That gives a transfer length of 0.44 µm and a contact resistivity of 1040 Ω × (0.44 µm)², about 2.0×10⁻⁶ Ω cm². The contacts are then nine transfer lengths long, so the long-contact limit seems safe.

A colleague objects that the metal dopes the graphene beneath it, so the sheet there is not the sheet I measured between the contacts. But the line is straight, and its intercept is a length. Does the objection change the transfer length? If it does, what is the correction, and can the same test structure supply it?

**Answer**

Your colleague is right. The intercept is a length, but it is measured in the sheet between the contacts, while the transfer length belongs to the sheet beneath them. The correction follows from solving for the current under one contact.

**The model and its symbols**

Let L be the contact length and W its width. The sheet resistance is R_s in the gap and R_k under the metal, and ρ_c is the resistivity of the interface, in Ω cm². I assume that

- conduction is ohmic and the current flows along one direction, in a sheet as wide as the contacts;
- the metal is an equipotential;
- R_s and R_k are each uniform, with an abrupt change at the contact edge;
- the contacts are identical.

Take the contact that receives the current. Let x run from its inner edge, x = 0, to its far edge, x = L. Let I(x) be the current still in the sheet, positive towards larger x, and u(x) the potential of the sheet relative to the metal.

Over a short distance dx the sheet has resistance R_k dx/W, and the potential falls along the current:

du/dx = −R_k I/W.

Over the same distance the interface has area W dx and carries the current u W dx/ρ_c into the metal. The sheet loses that current:

dI/dx = −W u/ρ_c.

Differentiating the first equation and inserting the second gives

d²u/dx² = −(R_k/W) dI/dx = (R_k/ρ_c) u = u/L_T²,

L_T = √(ρ_c/R_k).

This L_T is the transfer length. R_s does not appear in it, because no part of the gap lies under the metal.

**The resistance of one contact**

The general solution can be written from the far edge:

u(x) = A cosh((L−x)/L_T) + B sinh((L−x)/L_T).

The first equation then gives the current. Differentiating with respect to x brings out a factor −1/L_T, which cancels the minus sign in I = −(W/R_k) du/dx:

I(x) = (W/(R_k L_T)) [A sinh((L−x)/L_T) + B cosh((L−x)/L_T)].

No current leaves the far edge through the sheet, so I(L) = 0 and B = 0. The whole current I₀ enters at the inner edge, so I(0) = I₀ and

A = I₀ R_k L_T/(W sinh(L/L_T)).

Hence

u(x) = (I₀ R_k L_T/W) cosh((L−x)/L_T)/sinh(L/L_T).

The contact resistance is the voltage between the sheet at the inner edge and the metal, divided by the current:

R_c = u(0)/I₀ = (R_k L_T/W) coth(L/L_T).

The other contact is the mirror image with the current reversed, and has the same resistance.

**The intercept**

The voltage from one metal to the other is the sum of one contact drop, the drop in the gap, and the second contact drop. Therefore

R(d) = R_s d/W + 2R_c.

Call the intercept d = −x₀, with x₀ positive. Setting R(−x₀) = 0 gives R_s x₀/W = 2R_c, so

x₀ = 2R_c W/R_s = 2 (R_k/R_s) L_T coth(L/L_T).

For long contacts the last factor tends to one, since coth z − 1 ≈ 2 exp(−2z) for large z. At L = 3L_T the excess is about 0.5 %. The long-contact result is

x₀ = 2 L_T R_k/R_s.

So for long contacts x₀ equals 2L_T if and only if R_k = R_s. For contacts of any length the condition is tanh(L/L_T) = R_k/R_s. A short contact on a well-conducting sheet can meet it by coincidence.

The factor R_k/R_s has a simple meaning. For a long contact, the contact resistance equals that of a strip of the *under-metal* sheet of length L_T. Extending the line to negative d asks a different question: what length of *gap* sheet has the same resistance as both contacts? If the gap sheet is the more resistive, a shorter length is enough. The straight line carries no warning of this, because its straightness shows only that each extra micrometre of gap adds the same resistance. It says nothing about R_k.

**What happens to the contact resistivity**

Your reading assigned the value

ρ_app = R_s (x₀/2)².

Inserting the general intercept and using R_k L_T² = ρ_c,

ρ_app = R_s (R_k/R_s)² L_T² coth²(L/L_T)
= (R_k/R_s) ρ_c coth²(L/L_T).

For long contacts the apparent transfer length and the apparent resistivity are therefore wrong by the same factor, R_k/R_s. The resistivity does not acquire the square of that factor, since one power is used up in turning R_k L_T² into ρ_c.

Within this model the contact resistance itself is unharmed. It comes from the intercept on the *resistance* axis, R(0) = 2R_c, which needs no statement about R_k. If you want to know how much resistance these contacts add to a device with the same contact length, made and gated in the same way, the plot has already told you. The error enters when R_c is divided into a sheet part and an interface part.

**Parameters that reproduce your data**

Graphene suits this question because its sheet resistance depends directly on the carrier density, and a metal can change that density. Take holes in both regions, with these rough typical values:

- gap: density 3×10¹² cm⁻², mobility 2000 cm²/Vs;
- under the metal: density 1×10¹³ cm⁻², mobility 1500 cm²/Vs;
- interface: ρ_c = 5×10⁻⁶ Ω cm², which is 500 Ω µm².

With sheet resistance 1/(e n μ), where n is the density and μ the mobility, these give R_s = 1040 Ω and R_k = 416 Ω per square. Their ratio is 0.40. Then

L_T = √(500 Ω µm²/416 Ω) = 1.10 µm,

L/L_T = 4/1.096 = 3.65, coth(L/L_T) = 1.001,

R_c W = 416.1 Ω × 1.0962 µm × 1.00135 = 456.7 Ω µm.

Each contact has R_c = 45.7 Ω. At d = 2 µm the total is 1040 × 2/10 + 2 × 45.7 = 299.4 Ω, as in your data, and the other two points follow in the same way. The intercept is

x₀ = 2 × 456.7/1040.3 = 0.878 µm,

whereas 2L_T is 2.19 µm. Other pairs of R_k and ρ_c fit your line equally well, as shown below, so this set is an illustration. If it describes your contacts, your transfer length of 0.44 µm is too small by a factor of 2.5. The apparent resistivity, 2.0×10⁻⁶ Ω cm², is below the true one by nearly the same factor, 2.49. The small difference from 2.5 comes from coth².

The current distribution shows that the difference is physical. From I(x), the fraction of the current that has entered the metal by depth x is

1 − sinh((L−x)/L_T)/sinh(L/L_T).

At x = L_T = 1.10 µm this is 63 %. At x = x₀/2 = 0.44 µm it is 33 %. If you shortened the contacts in the belief that most of the current enters within 0.44 µm, you would remove area that is carrying current.

Your test for long contacts is affected too. You found L to be nine transfer lengths, and in this example the true figure is 3.65. Both are large enough, but whenever R_k < R_s tanh(L/L_T) the apparent ratio flatters the contact.

**Why a better fit cannot help**

For long contacts,

R_c W = R_k L_T = √(R_k ρ_c).

The plot supplies R_s and this product, and two numbers cannot fix the three unknowns R_s, R_k and ρ_c. Every pair with the same product R_k ρ_c gives the same line, as long as the contacts remain long for that pair. Your pair, 1040 Ω with 2.0×10⁻⁶ Ω cm², is one member of the family. The pair used above, 416 Ω with 5.0×10⁻⁶ Ω cm², is another. More spacings or less noise would sharpen the product without dividing it.

**The missing measurement**

The far edge of the contact supplies what the line lacks. Pass the current I₀ from contact 1 to contact 2. On the other side of contact 2, use contact 3 as a voltage probe that draws no current.

Since contact 3 takes no net current and there is no other path, the gap between contacts 2 and 3 carries none. The sheet there sits at one potential, that of the far edge of contact 2. Under contact 3 the sheet current vanishes at both edges, so the general solution above has A = B = 0, and metal 3 is at the potential of the sheet. The voltage between metals 3 and 2 is therefore u(L). Dividing by I₀ gives the end resistance

R_e = u(L)/I₀ = R_k L_T/(W sinh(L/L_T)).

R_c and R_e share the factor R_k L_T/W, which cancels in their ratio:

R_c/R_e = cosh(L/L_T).

The steps are then

L_T = L/arccosh(R_c/R_e),

R_k = (R_c W/L_T) tanh(L/L_T),

ρ_c = R_k L_T².

For the parameters above, R_e = 2.375 Ω. With R_c = 45.675 Ω the ratio is 19.23, and arccosh(19.23) = 3.649. This returns L_T = 4/3.649 = 1.096 µm, then R_k = 416 Ω, then ρ_c = 5.0×10⁻⁶ Ω cm². Your pair would have predicted R_e = 0.010 Ω, more than two hundred times smaller, although it gives the same line. One extra voltage reading distinguishes them.

The result is also tolerant of error in R_e. Write q = L/L_T and r = R_c/R_e = cosh q. A small change δr gives δr = sinh q δq, so δq = (δr/r)/tanh q. Since L_T = L/q at fixed L,

δL_T/L_T = −δq/q = −(δr/r)/(q tanh q).

At q = 3.65 a 10 % error in the ratio changes L_T by about 3 %. The price of longer contacts is signal, because R_e falls roughly as exp(−L/L_T). A contact of two to four transfer lengths is a reasonable compromise if the voltmeter can resolve the end voltage and the metal is much more conductive than the sheet.

**The opposite case, and short contacts**

If R_k exceeds R_s, the error changes sign. This would happen where forming the contact thins or damages the conducting layer. Keep R_s = 1040 Ω, ρ_c = 5×10⁻⁶ Ω cm² and L = 4 µm, and set R_k = 2.5R_s. The contact is then 9.1 transfer lengths long, and x₀/2 is 2.5 times L_T. The plot now exaggerates both the transfer length and the contact resistivity.

Short contacts need separate treatment. For small z, coth z ≈ 1/z + z/3. With z = L/L_T,

R_c W ≈ R_k L_T (L_T/L + L/(3L_T)) = ρ_c/L + R_k L/3.

The first term is the interface resistance with the current spread evenly over the contact, and the second is a small contribution from the sheet. To leading order x₀ = 2ρ_c/(R_s L), which contains neither R_k nor L_T. A contact much shorter than L_T therefore gives ρ_c directly, as R_c W L, without a value for R_k. The condition still depends on R_k through L_T: at L = 0.3 µm and the ρ_c above, R_c W L exceeds ρ_c by 2.5 % for R_k = 416 Ω and by 15 % for R_k = 2600 Ω. On a real device the edge terms estimated below add to R_c W and must also be small beside ρ_c/L.

It also follows that equal sheets are not enough to make x₀ equal to 2L_T. With R_k = R_s = 1040 Ω, the same ρ_c and L = 0.5 µm, the contact is 0.72 transfer lengths long. The exact factor coth(0.72) then makes x₀ equal to 1.62 times 2L_T.

**How far to trust this on a real device**

The parameters above are rough values for graphene on oxide, and a contact resistance of a few hundred Ω µm is an ordinary magnitude for such contacts. Interface resistivity depends strongly on the metal and on how clean the surface is, so the example should not be read as a property of graphene. The assumption most clearly broken is the abrupt change of sheet resistance at the contact edge, because the doping by the metal extends some way into the gap.

To size this, let the sheet *conductance* change linearly from 1/R_k to 1/R_s over a width t outside each contact edge, with t = 0.1 µm as a rough value. With s running from 0 to 1 across the step, its mean sheet resistance is

R_m = ∫₀¹ ds/[(1−s)/R_k + s/R_s]
= ln(R_s/R_k)/(1/R_k − 1/R_s).

Dividing by R_s gives R_m/R_s = ln(2.5)/(2.5 − 1) = 0.61. Each step replaces a resistance R_s t/W by R_m t/W. As long as the gap is wider than both steps, this change does not depend on d, and it moves the intercept by

Δx₀ = 2t (R_m/R_s − 1) = 0.2 µm × (0.61 − 1) = −0.078 µm.

That is 9 % of x₀, and it lowers the R_c read from the line by the same fraction. R_e is unchanged, since it is set under the metal. To first order the ratio R_c/R_e falls by 9 %, and the recovered L_T rises by 9 %/3.65, or about 2.5 %. Because R_k varies nearly as R_c/L_T and ρ_c nearly as R_c L_T, the recovered R_k is about 11 % low and ρ_c about 6.5 % low. For t = 0.1 µm these errors are much smaller than the factor of 2.5 they accompany, but they grow with t, which is not well known. For t = 0.3 µm the same step makes R_c 27 % low, L_T 9 % high, R_k 33 % low and ρ_c 20 % low. For t = 0.5 µm the figures are 44 %, 19 %, 53 % and 34 %. A slow tail is harder to see: an excess conductance falling as 1/(1 + y/20 nm) with distance y from each edge leaves the line straight to 0.4 %, yet lowers R_c by 23 % and the recovered ρ_c by 17 %. The estimate assumes holes on both sides. If the metal induced electrons while the gap held holes, there would be a p–n junction near each edge, and this calculation would not cover it.

A second correction comes from the finite number of modes that can carry current through the sheet. The Fermi wavenumber is k_F = √(πn), and a graphene strip has k_F W/π transverse modes, each with conductance 4e²/h including spin and valley. The ballistic resistance of the gap sheet is thus πh/(4e²k_F W), or 66 Ω µm when multiplied by W. If all of it were added to the line, x₀ would grow by 66/1040 = 0.06 µm. This is a scale for the effect, not a calculation of it for a distributed contact. The diffusive description under the metal is reasonable: the relation 1/R_k = (2e²/h) k_F ℓ gives a mean free path ℓ of about 55 nm, one twentieth of L_T.

The effect of finite metal resistance depends on where the current leaves the metal. A film 100 nm thick with a resistivity of 2.4×10⁻⁸ Ω m has 0.24 Ω per square. I solved a resistor network with 10 nm cells, feeding the current at the outer edge of contact 1 and drawing it from the far edge of contact 2. Relative to ideal metal, x₀ rose by 0.1 % and the recovered L_T by 0.2 %. The middle contact of a row is usually led out sideways instead, so that its current runs along the width W to a pad at one end. If the metal collects current evenly along W, its mean potential lies above that of the pad by I₀ × 0.24 Ω × W/(3L), which is 0.2 Ω times I₀. With the voltage also read at that pad, this adds about 8 % to R_e and raises the recovered L_T by about 2 %. Thinner metal would make this more serious, above all for R_e, which is a small voltage.

The test current should also be small enough not to alter the doping. At 10 µA the drop at each contact is 0.46 mV. The Fermi energy under the metal is ħvk_F = 0.37 eV, with v ≈ 10⁶ m/s. Since the density varies as the square of that energy, it changes by at most about 2 × 0.46 mV/370 mV, or 0.25 %.

Finally, check the spacings themselves. If every real gap is wider than its drawn value by δ, then R = R_s(d + δ)/W + 2R_c, and x₀ grows by δ. The line stays just as straight, and the R_c read from it grows by R_s δ/(2W). For δ = 0.1 µm this is 11 % of R_c in the example, and the recovered R_k and ρ_c come out about 15 % and 8 % high.

For your data, keep R_s and R_c, remembering that R_c absorbs any edge doping and spacing error, and set aside the transfer length and contact resistivity until you have R_e. If you instead have an independent value of R_k, the long-contact correction is immediate:

L_T = (x₀/2)(R_s/R_k),

ρ_c = ρ_app R_s/R_k.
